Why immobile dimers adsorbed on a chain jam below full coverage

Q: If molecules that each need two neighbouring sites keep arriving at a surface, I would expect them to fill it. Why should they stop early?

A: Because a single empty site between two occupied ones can never be used if nothing moves. Take a chain that can be tiled by dimers, and place two dimers with one site between them. That site is lost, although a better arrangement would have used it.

Let me fix the model. The chain is infinite and initially empty. Every pair of neighbouring sites receives adsorption attempts at random times, independently of the other pairs, at the same rate k. An attempt succeeds if both sites are empty; otherwise the molecule returns to the gas. Adsorbed dimers neither move nor desorb. The coverage θ is the fraction of occupied sites, so one dimer counts as two.

Q: That shows that some sites may be lost, not how many. Does geometry fix the number?

A: No. Geometry gives a range. In a jammed state every gap is one site long, and at least one dimer separates successive gaps. The sparsest jammed state repeats "two occupied, one empty" and has coverage 2/3. Perfect tiling has coverage 1. Where random filling ends between these limits depends on the order of arrival, so we need the kinetics.

Q: Then write a rate equation. A dimer needs two empty sites, so the rate should go as (1 − θ)².

A: That assumes that the two sites are empty independently of each other. Let E_1 be the probability that a site is empty and E_2 the probability that two given neighbours are both empty. A site can be filled through the pair on its left or the pair on its right, so

dE_1/dt = −2k E_2.

Setting E_2 = E_1² gives dE_1/dt = −2k E_1², with the solution

E_1 = 1/(1 + 2kt).

This tends to zero: the chain fills completely. The approximation has removed the jamming, because it keeps supplying empty pairs as long as there are empty sites. It would suit occupied sites that are randomly remixed after each adsorption, but not immobile dimers.

Q: So you need E_2, whose equation will contain E_3, and so on. Have you gained anything?

A: The chain of equations has a simple structure. Let E_n be the probability that n given consecutive sites are all empty. Such a string is destroyed by the first dimer that touches it. There are n − 1 pairs inside the string, and their sites are empty by definition. Each contributes a loss k E_n. Two more pairs straddle the ends. Each needs one further empty site outside, so each contributes k E_{n+1}. Nothing creates empty strings, hence

dE_n/dt = −k[(n − 1)E_n + 2E_{n+1}],  E_n(0) = 1.

For n = 1 there is no inside pair, and the earlier equation returns.

Q: It is still an infinite set. Where do you cut it off?

A: Nowhere. First remove the inside loss by defining

F_n = e^{(n−1)kt} E_n.

The product rule gives

dF_n/dt = (n − 1)k F_n + e^{(n−1)kt} dE_n/dt
= (n − 1)k F_n − (n − 1)k F_n − 2k e^{(n−1)kt} E_{n+1}.

Since E_{n+1} = e^{−nkt} F_{n+1}, this is

dF_n/dt = −2k e^{−kt} F_{n+1}.

The prefactor no longer depends on n, so it can be absorbed into a new time variable

s = 2(1 − e^{−kt}),  ds/dt = 2k e^{−kt}.

Then

dF_n/ds = −F_{n+1},  F_n(0) = 1.

All F_n start equal and obey the same rule. Taking them equal at all times reduces the set to dF/ds = −F, so F_n = e^{−s} and

E_n = e^{−(n−1)kt} exp[−2(1 − e^{−kt})].

Q: You guessed that they stay equal. An infinite set of equations might have another solution with the same start.

A: It has no other solution made of probabilities. Suppose there were two, and let D_n be the difference of their F_n. Then D_n = 0 at s = 0 and dD_n/ds = −D_{n+1}. Both E_n lie between 0 and 1, so |D_n| ≤ e^{(n−1)kt}. Integrating m times from s = 0 expresses D_n through D_{n+m} and gives

|D_n| ≤ (s^m/m!) e^{(n+m−1)kt}.

Raising m by one multiplies the right side by s e^{kt}/(m + 1). At any finite t this factor tends to zero, and so does the bound. Hence D_n = 0.

A numerical test avoids the infinite set altogether. On a ring of 14 sites one can follow the probability of each of the 2^14 occupation patterns. The equations for E_1 to E_13 are the same as on the infinite chain; the difference enters at E_14, where the string closes on itself. For kt = 0.3, 1.0 and 2.5 and n = 1 to 4, the largest difference between the ring and the formula is about 2.2 × 10⁻⁸ in probability.

Q: Then let the time run to infinity. What remains?

A: For a single site,

E_1 = exp[−2(1 − e^{−kt})] → e^{−2} = 0.1353,

and therefore

θ → θ_J = 1 − e^{−2} = 0.8647.

For a pair, E_2 = e^{−kt} E_1 → 0. An empty site has an empty right-hand neighbour with probability E_2/E_1 = e^{−kt}, which vanishes, and the same holds on the left. The 13.5 per cent of sites left over are therefore isolated.

The approach to this state follows from exp(2e^{−kt}) ≈ 1 + 2e^{−kt} at late times:

θ_J − θ = e^{−2}[exp(2e^{−kt}) − 1] ≈ 2e^{−2} e^{−kt}.

Its decay rate is k because the last usable gaps are single pairs, each waiting for its own hit.

Q: An exponential inside an exponential makes me uneasy. Can you get e^{−2} without any time variable?

A: Yes, from a finite open chain. Let u_L be the mean number of empty sites left when a chain of L sites has jammed. The first dimer is equally likely to take any of the L − 1 pairs. It leaves j sites on one side and L − 2 − j on the other, and these pieces then fill independently. Adding their leftovers and using the left-right symmetry,

u_L = [2/(L − 1)] Σ u_j,  j = 0 to L − 2,

with u_0 = 0 and u_1 = 1. For L = 4, an end position leaves a pair that will fill, while the middle position leaves two isolated sites. The mean is (0 + 2 + 0)/3 = 2/3, as the recursion gives. For every L from 2 to 12 the recursion was also tested against an enumeration of all filling histories, and the two agree to within 10⁻¹².

Now define U(x) = Σ u_L x^L. Multiply the recursion by (L − 1)x^L and sum over L ≥ 2. The left side becomes xU′ − U, because the terms with L = 0 and L = 1 vanish. On the right, each u_j appears for all L ≥ j + 2, which gives the geometric sum x^{j+2}/(1 − x). Thus

xU′ − U = 2x² U/(1 − x).

Dividing by xU,

U′/U = 1/x + 2x/(1 − x) = 1/x − 2 + 2/(1 − x).

Integration gives ln U = ln x − 2x − 2 ln(1 − x) + constant. The constant is zero because u_1 = 1, so

U = x e^{−2x}/(1 − x)².

Long chains are governed by x near 1. With y = 1 − x,

x e^{−2x} = e^{−2}(1 − y)e^{2y} = e^{−2}[1 + y + O(y²)].

Division by y² leaves e^{−2}[1/y² + 1/y] plus a function whose power series converges for every x, so its coefficients die out for large L. The coefficient of x^L in 1/(1 − x)² is L + 1, and in 1/(1 − x) it is 1. Hence

u_L → e^{−2}(L + 2).

Per site this is again e^{−2}. The two ends together cost 2e^{−2} extra empty sites. The law is good early: for L = 10 the recursion gives 1.62399, and 12e^{−2} is 1.62402.

Q: An experiment measures uptake or sticking. What does the jamming look like there?

A: The sticking probability relative to the clean surface is the chance that a randomly chosen pair is empty, S = E_2. Eliminate the time from E_1 = 1 − θ:

ln(1 − θ) = −2(1 − e^{−kt}),
e^{−kt} = 1 + ½ ln(1 − θ).

Since E_2 = e^{−kt} E_1,

S = (1 − θ)[1 + ½ ln(1 − θ)],  dθ/dt = 2kS.

At small coverage S ≈ 1 − 3θ/2, while random mixing gives (1 − θ)² ≈ 1 − 2θ. The counting is direct: an intact dimer blocks three pairs, but two separated occupied sites block four. There are θ/2 dimers per site, hence the factor 3θ/2.

At θ = 0.5 the immobile dimers still give S = 0.327, against 0.250 for random mixing. The curves cross at θ = 0.797. Beyond that the immobile dimers stick less well, and their S reaches zero at θ_J, where random mixing would still give e^{−4}, or about 0.018. A measured curve above (1 − θ)² at low coverage is therefore no evidence against jamming later.

Q: Give me a surface on which this could matter.

A: Take NH3 on Si(001), where the molecule dissociates into NH2 and H, each bound to a silicon dangling bond. The surface atoms form rows of silicon dimers. (These are part of the substrate; the "dimer" of the model is the NH2 and H pair.) I allow one channel: the fragments take neighbouring dangling bonds on the same side of a row. Each side of a row is then one of our chains.

I set the site spacing to 0.384 nm as a model input. The mean separation of the chains is the same, so the area per site is a = 0.1475 nm². The gas and the surface are at 300 K, the pressure is 10⁻⁸ Torr, and the clean-surface sticking probability is set to 1, a rough typical value.

The flux F follows from the gas density P/(k_B T) times the mean inward velocity √(k_B T/(2πm)), where k_B is Boltzmann's constant, P the pressure, T the temperature and m the molecular mass:

F = P/√(2πm k_B T) = 4.91 × 10¹² cm⁻² s⁻¹.

A chain has one pair per site, so each pair receives the molecules that fall on one site area:

k = F a = 4.914 × 10¹² cm⁻² s⁻¹ × 0.1475 × 10⁻¹⁴ cm² = 7.25 × 10⁻³ s⁻¹.

After 100 s, kt = 0.725, the coverage is 0.643 and S has fallen to 0.173. After 300 s the coverage is 0.830 and S is 0.019. To reach 99 per cent of the jamming coverage we need 1 − θ = 1 − 0.99 × 0.8647 = 0.1440. Then

e^{−kt} = 1 + ½ ln 0.1440 = 0.031,  kt = 3.47,  t ≈ 480 s.

There are 6.78 × 10¹⁴ sites per cm². At jamming the model holds half of 0.8647 times this number, 2.93 × 10¹⁴ molecules per cm², and leaves 9.2 × 10¹³ isolated dangling bonds per cm². Along a chain their mean distance is 0.384 nm/0.1353 = 2.84 nm.

Q: Why should the fragments sit still? They are atoms on a surface at finite temperature.

A: Use an attempt frequency ν of 10¹³ s⁻¹ and rough barriers B of 1.7 eV for hopping and 2.0 eV for desorption. The expected number of events per adsorbate in a time t is

N = ν t exp[−B/(k_B T)].

For 1000 s at 300 K this gives about 3 × 10⁻¹³ hops and still fewer desorptions. Solving for the temperature at which N = 0.01,

T = B/[k_B ln(ν t/0.01)],

gives about 480 K for hopping and 560 K for desorption, with the exposure held at 1000 s. Within these rough barriers, immobility is safe at 300 K. The 480 K belongs to the 1.7 eV barrier only. Hydrogen can also hop across a silicon dimer, which moves an empty site to the other chain and is reported with a lower barrier; for 1.46 eV the same formula gives about 410 K. Well above 480 K, hopping can bring two isolated empty sites together and reopen adsorption. The jammed state is then no longer final.

Q: And the incoming molecule? It may slide before it dissociates.

A: That changes the result even if the fragments are fixed. I simulated a chain of 40,000 sites on which a molecule that meets a blocked pair steps at random to an adjacent pair, up to 10 times, and takes the first free pair it finds. The final coverage was 0.895. The same simulation without hops gave 0.866, which shows the size of the sampling error relative to 0.8647.

The direction can be seen from a gap of four sites. A molecule that walks in from an occupied region meets the end pair first. Filling an end pair leaves a pair that can still be used, whereas filling the middle pair strands two sites. Preference for gap edges therefore wastes fewer sites in such a gap.

Q: You also forbade the molecule to dissociate across a single silicon dimer. Is that a small omission?

A: No, and in the final state it does not become small when that channel is slow. Suppose it is so slow that both sides of a row jam first, independently. A site is then empty with probability e^{−2}, and so is the site opposite. After a time much longer than the inverse rate of the cross channel, nearly every opposite empty pair has been filled. (In a much shorter exposure the channel has little effect. At 10⁻⁴ of the rate k in our example, its inverse rate is about 16 days.) A site stays empty if it was empty and its opposite was occupied:

e^{−2}(1 − e^{−2}) = e^{−2} − e^{−4} = 0.1170.

A simulation with 400,000 sites and a cross channel 10⁻⁴ times as fast as the channel along the row left 0.1159 empty. The difference of 0.0011 is similar to the 0.0008 by which a run with separate chains missed its known limit, so I read no physics into it. With equal rates for the two kinds of pair, the empty fraction was 0.084.

Q: Real rows also have missing dimers and finite length.

A: Both can be treated with the equations we have. Let a fraction c of sites be blocked at random beforehand. Then E_n(0) = (1 − c)^n. Insert F_n = (1 − c)^n g(s) into dF_n/ds = −F_{n+1}:

(1 − c)^n dg/ds = −(1 − c)^{n+1} g,  so g = exp[−(1 − c)s].

As s → 2, the fraction of sites left empty is

E_1 → (1 − c) exp[−2(1 − c)].

For c = 0.05, a rough value, this is 0.142. Two effects partly cancel: fewer sites are available at the start, but blocked sites cut the chain into pieces that fill less well. To first order in c the result is e^{−2}(1 − c)(1 + 2c) ≈ e^{−2}(1 + c).

For a terrace of 50 nm, or 130 sites, the end correction gives 0.1353 × 132/130 = 0.137. For these values, neither effect matters as much as a cross channel of equal rate or the sliding precursor.

Q: Then should I expect 13.5 per cent of the dangling bonds to survive on a real wafer exposed to NH3?

A: No. Real NH3 can dissociate both along a row and across a silicon dimer. In this model, opening the second channel at an equal rate lowers the empty fraction from 0.135 to 0.084, with all else fixed. A faster cross channel lowers it further, towards zero as that channel comes to dominate, and the model does not fix the ratio of the two rates. Precursor hops alone, limited to 10 per molecule, lower it to about 0.105; the value depends on that limit. Interactions between the fragments are left out, and I have not sized them. A higher pressure at fixed temperature shortens the time scale in this model but leaves the jamming coverage unchanged. At temperatures where the fragments hop during the exposure, the jammed state is no longer final.

The value e^{−2} belongs to a long, initially empty chain with no channel to its neighbours, adsorption only on pairs of empty sites, equal rates on all pairs, direct adsorption and fixed products. A measured saturation coverage that differs from 0.865 by more than its uncertainty tells you that at least one of these conditions fails, but not which one. The numerical output lists the separate effects for comparison.

Computed values

```
Jamming coverage, infinite chain: 0.864665
Isolated empty fraction: 0.135335
Largest ring-minus-formula error in E_n: 2.2e-08
Simulated coverage, separate chains: 0.8655
Mean empties, open chain of 4 sites: 0.66667
Mean empties, open chain of 6 sites: 1.06667
Mean empties, open chain of 10 sites: 1.62399
S at coverage 0.5, immobile dimers: 0.3267
S at coverage 0.5, random mixing: 0.2500
Coverage where the two S curves cross: 0.7968
NH3 pressure: 1.0e-08 Torr
Gas and surface temperature: 300 K
NH3 molar mass: 17.031 g/mol
Site spacing (rough): 0.384 nm
Clean-surface sticking (rough): 1.0
Gas flux: 4.914e+12 cm^-2 s^-1
Area per site: 0.1475 nm^2
Attempt rate k per pair: 7.247e-03 s^-1
t = 30 s: kt 0.217, coverage 0.3235, S 5.44e-01
t = 100 s: kt 0.725, coverage 0.6434, S 1.73e-01
t = 300 s: kt 2.174, coverage 0.8301, S 1.93e-02
t = 1000 s: kt 7.247, coverage 0.8645, S 9.66e-05
Time to 99 % of jamming coverage: 480 s
Coverage still missing at 1000 s: 1.93e-04
Late-time law for the same: 1.93e-04
Site density: 6.782e+14 cm^-2
Adsorbed NH3 at jamming: 2.932e+14 cm^-2
Isolated empty sites: 9.178e+13 cm^-2
Mean distance of empties in a chain: 2.84 nm
Empty fraction, very slow cross channel: 0.1170
  simulated, relative rate 1e-4: 0.1159
Empty fraction, equal cross rate: 0.0840
Coverage, precursor without hops (simulated): 0.8658
Coverage, precursor up to 10 hops: 0.8951
Blocked site fraction c (rough): 0.05
Empty fraction with blocked sites: 0.1421
Terrace: 50 nm, 130 sites
Empty fraction on this terrace: 0.1374
Attempt frequency (rough): 1e+13 s^-1
Barrier for hopping (rough): 1.7 eV
  events per adsorbate in 1000 s: 2.8e-13
  temperature for 0.01 events: 476 K
Barrier for desorption (rough): 2.0 eV
  events per adsorbate in 1000 s: 2.5e-18
  temperature for 0.01 events: 560 K
```
